# Hashin-Shtrikman conductivity bounds from a variational comparison medium, part 2

We seek limits on the effective conductivity $k^*$ of a composite whose phase $i$ has volume fraction $f_i$ and conductivity $k_i$, with extremes $k_{\min}$ and $k_{\max}$. Conduction is steady and source-free, with perfect interfaces. The local conductivity is $k$, $\mathbf g=-\nabla T$ has mean $\mathbf E$, and $\mathbf q=k\mathbf g$. Angle brackets are averages over a periodic cell, and $\mathbf g_s,\mathbf q_s$ are the actual fields. Among gradient fields of mean $\mathbf E$,

$$k^*E^2=\min_{\mathbf g}\langle kg^2\rangle .\tag{2}$$

The derivation uses a uniform comparison medium $k_0$ and a trial polarization $\boldsymbol\tau$, equal to $\boldsymbol\tau_i$ in phase $i$, with mean $\bar{\boldsymbol\tau}$. With $G$ the projector onto mean-free gradients, $\chi_i$ the indicator of phase $i$, hats for Fourier amplitudes and $\boldsymbol\xi$ the wavevector,

$$\langle\boldsymbol\tau\cdot G\boldsymbol\tau\rangle=\sum_{ij}\boldsymbol\tau_i\cdot\mathsf A_{ij}\boldsymbol\tau_j,\qquad
\mathsf A_{ij}=\sum_{\boldsymbol\xi\ne0}\hat\chi_i^*(\boldsymbol\xi)\hat\chi_j(\boldsymbol\xi)\,\frac{\boldsymbol\xi\boldsymbol\xi}{\xi^2}.\tag{9}$$

Isotropy or cubic symmetry gives each axis a share $1/3$ of the trace of $\mathsf A_{ij}$. Random overlapping spheres gave 0.330 numerically, and 0.51 along the axis when flattened to half thickness. The best $\boldsymbol\tau_i$ satisfy

$$\frac{\boldsymbol\tau_i}{k_i-k_0}+\frac{\boldsymbol\tau_i-\bar{\boldsymbol\tau}}{3k_0}=\mathbf E ,\tag{11}$$

which leads to

$$K(k_0)=\left[\sum_i\frac{f_i}{k_i+2k_0}\right]^{-1}-2k_0 .\tag{13}$$

Equivalently,

$$K(k_0)=\frac1S-2k_0=k_0\,\frac{1+2\beta}{1-\beta},\qquad S=\sum_i\frac{f_i}{k_i+2k_0},\qquad \beta=\sum_if_i\frac{k_i-k_0}{k_i+2k_0}.$$

The Hashin-Shtrikman (HS) bounds are

$$K(k_{\min})\ \le\ k^*\ \le\ K(k_{\max}).\tag{14}$$

They lie inside the series value $(\sum_if_i/k_i)^{-1}$ and the parallel value $\sum_if_ik_i$.

The opening example is a polymer layer 50 µm thick carrying 20 W/cm² from a chip to its lid. The polymer conducts 0.2 W/(m K); half the volume is ceramic filler conducting 30 W/(m K).

### What replaces 1/3 in a laminate

Suppose that the share of every $\mathsf A_{ij}$ along the direction of $\mathbf E$ is $s$ instead of $1/3$, and that this direction is a principal axis. The derivation is unchanged except that $3k_0$ becomes $k_0/s$. With $c=1/s-1$, the sum in (11) reads

$$\frac1{k_i-k_0}+\frac s{k_0}=\frac{s\,(k_i+ck_0)}{k_0(k_i-k_0)},$$

and the steps that led to (13) now give

$$K_s(k_0)=\left[\sum_i\frac{f_i}{k_i+ck_0}\right]^{-1}-ck_0 .$$

For $s=1/3$, $c=2$ and we recover (13). In a laminate every $\boldsymbol\xi$ lies along the layer normal. Across the layers $s=1$ and $c=0$, so both bounds coincide with the series value. Along the layers $s\to0$ and $c\to\infty$, so both tend to the parallel value. Isotropy excludes these two extremes because the three shares must be equal and must add up to one.

A numerical check with equal amounts of conductivities 1 and 10 (pure numbers) gave 1.818 across the layers and 5.5 along them. Both fall outside the isotropic interval from 2.8 to 4.706, as they should.

### A test on a structure that is neither extreme

Consider a cubic cell of 48 voxels per side. A voxel has conductivity 10 where $\cos x+\cos y+\cos z>0.01$ and 1 elsewhere, the cell side being $2\pi$. The better conductor fills a fraction 0.498, and both phases are connected. For this fraction the bounds are 2.788 and 4.687.

The true $k^*$ of the voxel structure can itself be enclosed by two resistor networks. The upper value uses temperatures at voxel corners, interpolated linearly in each coordinate. The slope along an axis at any point of a voxel is then a weighted mean of the slopes on four edges. The square of a mean does not exceed the mean of the squares, and each edge has average weight $1/4$. A network that assigns a quarter of each voxel to each such edge therefore has at least the energy of this trial field, which by (2) is at least $k^*E^2$.

The lower value uses a companion principle. Let $\mathbf J$ be a prescribed mean flux and $\mathbf q=\mathbf q_s+\mathbf p$, where $\mathbf p$ has zero divergence and zero mean. The cross term in $\langle q^2/k\rangle$ is $2\langle\mathbf g_s\cdot\mathbf p\rangle$. It vanishes, because $\mathbf g_s$ is a constant plus a periodic gradient. So $\langle q^2/k\rangle\ge\langle q_s^2/k\rangle=J^2/k^*$. As trial flux, let each component vary linearly between its values $u$ and $v$ on opposite voxel faces. The mean of its square is $(u^2+uv+v^2)/3$, which is smaller than $(u^2+v^2)/2$ by $(u-v)^2/6$. A network of half-voxel resistors charges the larger amount. It therefore overestimates the resistance and underestimates $k^*$.

The networks gave $4.165\le k^*\le4.249$, which lies inside the Hashin-Shtrikman interval as the theory requires.

### Coated spheres attain both bounds

For two phases, (14) cannot be improved without further information, because each bound is the conductivity of a particular structure. Take a spherical core of radius $a$ and conductivity $k_c$ inside a shell of outer radius $b$ and conductivity $k_s$. In a uniform applied gradient the temperature has the form $T=R(r)\cos\vartheta$, and the heat equation becomes

$$\frac{d}{dr}\left(r^2k\frac{dR}{dr}\right)=2kR .$$

Define $y=rkR'/R$. It is continuous at the interface, since $R$ and $kR'$ are. Insert $r^2kR'=ryR$ and use $rR'=yR/k$:

$$yR+ry'R+\frac{y^2}{k}R=2kR\quad\Longrightarrow\quad ry'=-\frac{(y-k)(y+2k)}{k}.\tag{17}$$

In the core, regularity at the centre gives $R\propto r$ and $y=k_c$. In the shell, let $w=(y-k_s)/(y+2k_s)$. Then $w'=3k_sy'/(y+2k_s)^2$, and (17) gives $rw'=-3w$, so $w\propto r^{-3}$. With core fraction $f_c=a^3/b^3$,

$$w(b)=f_c\,\frac{k_c-k_s}{k_c+2k_s}.$$

This is $\beta$ for $k_0=k_s$, because the shell itself contributes nothing to that sum. Solving $w=\beta$ for $y$ gives

$$y(b)=k_s\frac{1+2\beta}{1-\beta}=K(k_s).$$

A homogeneous medium of conductivity $K(k_s)$ under a uniform gradient has the same $y$ at $r=b$. The coated sphere can replace a ball of this medium without disturbing the field outside. Surface temperature and normal flux are unchanged. They fix the volume integrals of $\nabla T$ and, since $\nabla\cdot\mathbf q=0$, of $\mathbf q$, so the sphere's mean gradient and mean flux are unchanged too.

Now replace more and more of the medium by scaled copies, down to vanishing size, placed without a preferred direction. In the limit the composite fills space and has $k^*=K(k_s)$. A shell of the poorer conductor gives the lower bound; a shell of the better conductor gives the upper. The physical difference is which phase stays connected. No claim is made here that the bounds are attained for three or more phases.

### The filled polymer layer

For the opening example, $k_1=0.2$ and $k_2=30$ W/(m K), with $f_1=f_2=0.5$. Dropping units inside the sums,

$$S(k_1)=\frac{0.5}{0.6}+\frac{0.5}{30.4}=0.84978,\qquad K(k_1)=1.1768-0.4=0.777\ \text{W/(m K)},$$

$$S(k_2)=\frac{0.5}{60.2}+\frac{0.5}{90}=0.013861,\qquad K(k_2)=72.14-60=12.1\ \text{W/(m K)}.$$

The series and parallel values are 0.397 and 15.1 W/(m K). Numerical integration of (17) for the two coated spheres reproduced 0.7768 and 12.14 W/(m K).

With heat flux $q$ and thickness $L$, the temperature drop is $qL/k^*$, and $qL=(2\times10^5)(5\times10^{-5})=10$ W/m. The four drops are 25.2 K (series), 12.9 K, 0.82 K and 0.66 K (parallel).

The factors by which the bounds move follow from the limit of high contrast. If $k_2\to\infty$ at fixed $k_1$, then $S(k_1)\to f_1/(3k_1)$, and

$$K(k_1)\to k_1\left(\frac3{f_1}-2\right)=k_1\,\frac{1+2f_2}{f_1}.$$

The series value tends to $k_1/f_1$, so the ratio is $1+2f_2=2$; the computed ratio is 1.955. The limit itself is 0.8 W/(m K). In the structure that attains the lower bound at this loading, even a perfectly conducting filler would raise 0.777 by only 3 percent. Heat must still cross the polymer between grains.

If instead $k_1\to0$ at fixed $k_2$, then $S(k_2)\to f_1/(2k_2)+f_2/(3k_2)=(3-f_2)/(6k_2)$, and

$$K(k_2)\to k_2\left(\frac6{3-f_2}-2\right)=\frac{2f_2k_2}{3-f_2}=12\ \text{W/(m K)}.$$

This is 0.8 of the parallel limit $f_2k_2$. The bounds remain far apart because fractions and isotropy do not say how easily heat passes from grain to grain. Knowing which phase is connected does not settle this either. Necks between grains carry little heat if they are thin enough, and polymer films that separate grains resist little if they are thin enough.

### How the model compares with a real layer

The inputs are rough typical values for an alumina-like filler in a polymer. Real layers of this kind conduct roughly one to a few W/(m K), closer to the lower bound than to the upper. Many products carry more filler than the half assumed here. Real layers also break several assumptions; the sizes below hold for grains of 2 µm radius.

**Walls.** Grains cannot penetrate the chip or the lid, so the filler is depleted there. As a crude model, let sphere centres be uniformly dense beyond one radius $a$ from the wall. The number density is $3f/(4\pi a^3)$, with $f$ the bulk filler fraction. A sphere centred a height $u$ above the plane at depth $z$ cuts it in a disc of area $\pi(a^2-u^2)$. For $z<2a$ the local fraction is

$$\varphi(z)=\frac{3f}{4a^3}\int_{a-z}^{a}(a^2-u^2)\,du=f\left[\frac12-\frac{3s-s^3}4\right],\qquad s=1-\frac za .$$

Give each thin slice the lower-bound conductivity for its own $\varphi$, and integrate the excess of $1/K$ over its bulk value. The two walls together add 12.3 mm² K/W to the 64.4 mm² K/W of the layer at its lower bound. This is 19 percent, or about 2.5 K, with the bulk fraction held at one half. The layer as a whole then holds only 46 percent filler, so part of the increase comes from the missing filler. If the whole layer held one half, the bulk would be richer and the increase smaller. Both steps of this model can overstate the effect. First, a bulk formula is used on slices thinner than a grain. Take a simple cubic array of spheres at $f=0.5$ with isothermal walls on the midplanes between sphere layers. By symmetry these walls add no resistance, and (14) gives $k^*\ge0.777$ W/(m K). The slice rule nevertheless gives 0.64 W/(m K), a spurious excess resistance of at least 21 percent. Second, at this loading hard grains crowd into a layer against a wall instead of staying uniformly dense. For equal hard spheres in equilibrium between walls 50 µm apart, a density-functional profile gives 49 percent filler overall, and the slice rule then gives about 6 percent. The figure of 19 percent belongs to the crude model and is probably high for a real layer.

**Interface resistance.** Let each interface have a resistance $R_i=0.05$ mm² K/W, a rough value. At the surface of a spherical grain the flux is continuous, but the temperature amplitude rises outward by $R_ikR'$. Since $1/y=R/(akR')$ at $r=a$, the grain acts with a conductivity given by

$$\frac1{k_{\rm grain}}=\frac1{k_2}+\frac{R_i}{a}.$$

This gives 17.1 W/(m K), and (13) then falls from 0.777 to 0.760 W/(m K), by 2 percent. At a radius of 10 nm $k_{\rm grain}$ equals $k_1$, and the filler stops helping. The upper bound remains valid. With resistive interfaces the energy gains a non-negative term from temperature jumps, and fields without jumps remain admissible in the minimum, so $k^*$ cannot rise. The lower bound loses its guarantee.

**Voids.** Let 2 percent of the volume be air at 0.026 W/(m K), with polymer and filler at 49 percent each. The rigorous lower bound now needs $k_0=k_{\rm air}$ and drops to 0.399 W/(m K), about half its former value. It covers every isotropic arrangement in which the air conducts as bulk gas, and it is not shown here that any arrangement reaches it. It does not cover thin films. Spread around grains of 2 µm radius, this air forms a film about 27 nm thick, thinner than its mean free path of roughly 70 nm. Gas conduction across such a film has a resistance of at least about 8 mm² K/W, the free-molecular limit, against 1 mm² K/W for bulk air. Grains coated in this way give about 0.22 W/(m K), below 0.399. Using $k_0=k_1$ instead gives 0.737 W/(m K), 5 percent below the void-free value. This is a plausible estimate for isolated voids in a connected polymer, but no longer a bound. The upper bound becomes 11.9 W/(m K).

**Temperature.** If the filler conductivity varies as $1/T$, it falls from 30 W/(m K) at 300 K to 22.5 W/(m K) at 400 K. With the polymer held fixed, the lower bound changes by 1 percent, to 0.769 W/(m K). The upper bound falls by a quarter, to 9.1 W/(m K). Each bound follows the phase that is connected in its coated-sphere structure.

**Fourier's law inside a grain.** The kinetic estimate $k=Cv\Lambda/3$, with rough values $C=3$ MJ/(m³ K) for the heat capacity and $v=7$ km/s for the sound speed, gives a phonon mean free path $\Lambda\approx4$ nm. This is several hundred times smaller than the grain radius, which supports the assumption of diffusive conduction. The check is rough, because $\Lambda$ is a single average and some of the phonons that carry heat have much longer paths.

For a layer with a fixed bulk filler fraction, a connected polymer matrix, grains of this size and few voids, the crude model makes the depleted walls the largest of these corrections to the lower-bound estimate. That ranking is not established. With grains crowded against the walls, the wall effect is a few percent, comparable with that of isolated voids. If the voids might form films, their arrangement can matter more than any other item in the list.

## Computed results

```
TEST CELLS (conductivities 1 and 10, plain numbers)
spectral share, round grains: 0.3298
its standard error: 0.0031
spectral share, flattened grains: 0.509
bicontinuous cell, fraction of phase 10: 0.4978
cell lower HS bound: 2.788
cell k*, flux network (from below): 4.165
cell k*, temperature network (from above): 4.249
cell upper HS bound: 4.687
laminate across layers: 1.818
laminate along layers: 5.5
HS lower at equal fractions: 2.8
HS upper at equal fractions: 4.706
EXAMPLE
matrix conductivity: 0.2 W/(m K)
filler conductivity: 30 W/(m K)
filler fraction: 0.5
grain radius: 2 um
layer thickness: 50 um
heat flux: 20 W/cm2
sum f/(k+2k0), k0 = matrix: 0.84978 m K/W
sum f/(k+2k0), k0 = filler: 0.013861 m K/W
series bound: 0.3974 W/(m K)
HS lower bound: 0.7768 W/(m K)
HS upper bound: 12.14 W/(m K)
parallel bound: 15.1 W/(m K)
coated sphere, matrix outside: 0.7768 W/(m K)
coated sphere, filler outside: 12.14 W/(m K)
HS lower / series: 1.955
HS width / series-parallel width: 0.773
temperature drop, series: 25.2 K
temperature drop, HS lower: 12.9 K
temperature drop, HS upper: 0.823 K
temperature drop, parallel: 0.662 K
NEGLECTED EFFECTS
interface resistance: 0.05 mm2 K/W
grain conductivity with interface: 17.14 W/(m K)
HS lower formula with interface: 0.7603 W/(m K)
radius where filler stops helping: 10.1 nm
layer resistance at HS lower: 64.4 mm2 K/W
extra resistance of two walls: 12.3 mm2 K/W
walls / layer: 0.19
filler conductivity at 400 K: 22.5 W/(m K)
HS lower at 400 K: 0.7694 W/(m K)
HS upper at 400 K: 9.144 W/(m K)
air conductivity: 0.026 W/(m K)
air fraction: 0.02
rigorous lower bound with air: 0.399 W/(m K)
isolated-void estimate: 0.7367 W/(m K)
upper bound with air: 11.85 W/(m K)
filler heat capacity: 3 MJ/(m3 K)
filler sound speed: 7 km/s
phonon mean free path: 4.3 nm
```
